Boys-Localized Core Holes and the Mixing-Angle Energy in Delta-SCF

**Result**

Let g and u be the occupied 1s combinations of a homonuclear diatomic, even and odd under inversion. Remove one spin-up electron from the real orbital

h(θ) = cosθ g + sinθ u.

Boys localization within the pair {g, u} gives θ = 45°, which puts the hole on one atom. Define the localization energy

Λ = ½[E(0°) + E(90°)] − E(45°),

so that positive Λ means that the localized hole lies lower. For N2 at 1.10 angstrom, with inversion symmetry imposed at 0° and 90°, relaxed Hartree-Fock gives Λ = +9.7 eV and the semilocal functional PBE gives Λ = −7.9 eV. With frozen orbitals, Hartree-Fock gives Λ = 0 and PBE gives −16.6 eV.

The lowest Delta-SCF energy is therefore not a safe criterion for choosing the hole: in PBE it selects the delocalized one. The core pair is localized first, and the localized hole is then followed through the self-consistent calculation. The signs of the relaxed Λ are results for this molecule, not theorems for every system.

The nuclei are fixed, the Hamiltonian is nonrelativistic and the orbitals are real. Algebra is in atomic units. E(θ) is measured from the ground state of the same method, so it is a core ionization energy.

**Boys rotation of a core pair**

For orthonormal φ1 and φ2, let r_ij = ⟨φi|r|φj⟩ and rotate:

φ1′ = cosθ φ1 + sinθ φ2
φ2′ = −sinθ φ1 + cosθ φ2.

The new centers are

r1′ = cos²θ r11 + sin²θ r22 + 2 sinθ cosθ r12
r2′ = sin²θ r11 + cos²θ r22 − 2 sinθ cosθ r12.

Their sum r11 + r22 does not change. With Δ = r11 − r22 and w = 2r12, their difference is

d(θ) = cos2θ Δ + sin2θ w.

Boys localization maximizes |r1′|² + |r2′|² = ½|r11 + r22|² + ½|d|². Only |d|² varies:

|d|² = ½(Δ² + w²) + ½(Δ² − w²) cos4θ + Δ·w sin4θ.

The last two terms form a single cosine of 4θ, largest at

4θ = atan2(2Δ·w, Δ² − w²).

If both arguments vanish, the sum is flat and the angle is undefined. For g and u, parity makes both centers coincide with the midpoint, so Δ = 0, while w ≠ 0. Then 4θ = 180° and θ = 45°, with localized orbitals

L = (g + u)/√2,  R = (g − u)/√2.

The sign of u is chosen so that L lies at positive z. Its computed center is at 0.5497 angstrom, against 0.55 angstrom for the nucleus.

This rotation mixes occupied orbitals of the closed-shell ground state and leaves its energy unchanged. Restricting it to the core pair keeps valence character out of the hole. With more than two equivalent atoms, the same formula is applied to pairs in turn; no rotation lowers the total Boys sum, because the other centers do not move.

**Frozen Hartree-Fock: no preference**

Let D be the ground-state density matrix and P the hole's spin-up density matrix, with density ρ. The Hartree-Fock energy is quadratic in the density matrix, so its expansion ends at second order:

E[D − P] − E[D] = −tr(FP) + ½[(ρ|ρ) − x(P)].

Here F is the ground-state Fock matrix, (ρ|ρ) is the Coulomb integral of ρ with itself, and x(P) is the exchange integral of P with itself. For a single orbital, P(r,r′) = h(r)h(r′), and both integrals equal (h²|h²). The bracket vanishes. Parity makes F_gu zero, hence

E(θ) = −cos²θ ε_g − sin²θ ε_u.

At 45° this is the mean of the two end values, so Λ = 0. The orbital energies −426.798 and −426.704 eV give 426.751 eV at 45°, as the direct determinant energy does. Across the whole map the frozen energy changes by 0.09 eV. The Hartree-Fock preference for a localized hole must therefore come from relaxation.

**Frozen PBE: incomplete cancellation**

A semilocal functional does not cancel the hole's Coulomb self-energy orbital by orbital. To isolate the Hartree part, let n be the total ground-state density:

½(n − ρ|n − ρ) = ½(n|n) − (n|ρ) + ½(ρ|ρ).

The densities needed are

g² = ½(L² + R²) + LR
u² = ½(L² + R²) − LR
L² = ½(g² + u²) + gu.

The linear term drops out of Λ because n is even and gu is odd, so (n|gu) = 0. Define J_LL = (L²|L²), J_LR = (L²|R²) and K_LR = (LR|LR), and use J_RR = J_LL. Averaging the quadratic term over g and u cancels the terms linear in LR and gives

½[½(J_LL + J_LR) + K_LR] = ¼(J_LL + J_LR) + ½K_LR.

Subtracting the localized value ½J_LL leaves

Λ_H = −¼(J_LL − J_LR) + ½K_LR.

The Hartree term favours spreading the hole, because two half charges on different atoms repel less than one whole charge on a single atom. With PBE orbitals, J_LL = 111.617 eV and J_LR = 13.097 eV, while K_LR is negligible:

Λ_H = −(111.617 − 13.097)/4 = −24.63 eV.

The one-electron terms do not contribute, again by parity. The total frozen value is −16.59 eV, so exchange-correlation contributes +8.04 eV and removes about one third of the Hartree bias. In Hartree-Fock the exchange part is +24.78 eV and removes all of it.

**Connection with fractional occupations**

In terms of the atomic orbitals, h = aL + bR with

a² = ½(1 + sin2θ),  b² = ½(1 − sin2θ),  2ab = cos2θ,

so the hole density is

h² = a²L² + b²R² + cos2θ LR.

Apart from the tiny overlap density LR, the mixing angle distributes one hole between the atoms with fractions a² and b². PBE depends on spin densities and, in the frozen case, on a kinetic energy linear in the density matrix. It therefore hardly distinguishes a delocalized orbital hole from an ensemble with half a hole in L and half in R. In the mean over g and u the first-order effect of LR cancels. The computed ensemble energy agrees with that mean to within 0.0001 eV.

Hartree-Fock does distinguish them. For the ensemble, P = ½(LLᵀ + RRᵀ) = ½(ggᵀ + uuᵀ), so −tr(FP) equals the mean of the g and u energies. The second-order bracket no longer vanishes:

(ρ|ρ) = ½(J_LL + J_LR)
x(P) = ½(J_LL + K_LR)
½[(ρ|ρ) − x(P)] = ¼(J_LR − K_LR).

The ensemble is higher by 13.098/4 = 3.27 eV, in agreement with its direct energy. Replacing a delocalized orbital hole by half occupations is thus harmless in frozen PBE but not in Hartree-Fock.

For PBE, a second-order model in the hole fractions p and q is

E(p,q) = I(p + q) + ½κ(p² + q²) + κ′pq.

Then E(½,½) − E(1,0) = ¼(κ + κ′) − ½κ, or

Λ = −¼(κ − κ′).

Negative Λ corresponds to κ > κ′: the energy curves upward when hole charge is moved from one atom to the other. For well-separated equivalent closed-shell units κ′ tends to zero, but κ does not. The bias then survives at infinite distance, although the exact localized and delocalized states are degenerate there.

**Relaxation and the angular law**

Relaxation lowers the energy by an amount W. To second order in the hole fractions,

W(p,q) = ½A(p² + q²) + Bpq.

With p = a², q = b² and s = sin2θ,

p² + q² = ½(1 + s²),  pq = ¼(1 − s²)
W = ¼A(1 + s²) + ¼B(1 − s²).

The localized hole gains W(1,0) − W(½,½) = ½A − ¼(A + B) = ¼(A − B). This is not negative for a stable reference state: A − B is the relaxation energy for p = 1, q = −1, and relaxation in a stable quadratic minimum cannot raise the energy. In this approximation relaxation never lowers Λ.

In Hartree-Fock, relaxation lowers the energy by 426.751 − 409.713 = 17.04 eV at 45°, and by 7.29 and 7.31 eV at the two ends. The difference between 17.04 and the mean 7.30 eV is Λ = 9.74 eV. In PBE, relaxation adds 8.70 eV to the frozen −16.59 eV, leaving −7.89 eV: it halves the bias but does not reverse it.

Cubic terms do not change the angular form, since

p³ + q³ = ¼(1 + 3s²),  p²q + pq² = pq = ¼(1 − s²).

A new shape first appears at fourth order, where p⁴ + q⁴ = ⅛(1 + 6s² + s⁴). The overlap density adds a small term in cos2θ. Through third order, with other core-overlap effects neglected,

E(θ) = Ē + ½[E(0°) − E(90°)]cos2θ − Λ sin²2θ,

where Ē = ½[E(0°) + E(90°)]. The points at 0°, 45° and 90° fix its constants, so those at 22.5° and 67.5° test it. For Hartree-Fock at 22.5°,

419.454 + 0.055 × 0.707 − 9.740 × 0.5 = 414.62 eV,

against the computed 414.40 eV. The largest error is 0.22 eV for each method, or 2.2% of |Λ| in Hartree-Fock and 2.8% in PBE. Fourth-order terms are a possible source. In Hartree-Fock, the different spin polarization of the symmetric ends and the inner points is another. The two were not separated.

The law also locates the extremum between the grid points. Setting the derivative to zero, apart from the solutions sin2θ = 0, gives

cos2θ = −[E(0°) − E(90°)]/(4Λ).

For Hartree-Fock this is −0.109/38.96 = −0.0028, so the minimum is displaced from 45° by less than 0.1°. The PBE maximum is displaced even less.

**Algorithm**

1. Converge the closed-shell ground state and select its core pair.
2. Apply the Boys rotation within that pair and choose one localized orbital as the hole.
3. Keep this orbital fixed and empty. Relax the spin-up electrons in its orthogonal complement and the spin-down electrons without restriction.
4. Diagonalize the resulting spin-up Fock matrix in the full space. Take the eigenvector with the largest overlap with the old hole as the new hole.
5. Remove the new hole from the occupied spin-up space, orthonormalize, and return to step 3 until the hole no longer changes.

Steps 1 and 3, with h(θ) as the hole, generate the relaxed map. Its intermediate points are constrained energies, not stationary states of full Delta-SCF. Steps 4 and 5 release the constraint.

Step 3 is a minimization over occupied spaces. If Fock-matrix extrapolation does not converge, it can be done directly. For each spin, let C_o and C_v be the current occupied and allowed virtual orbitals, S the overlap matrix, and

Y = C_o + C_v Z,  M = YᵀSY,  D = YM⁻¹Yᵀ.

Since dM⁻¹ = −M⁻¹(dM)M⁻¹, the density matrix changes by

dD = dY M⁻¹Yᵀ + YM⁻¹dYᵀ − YM⁻¹(dYᵀSY + YᵀS dY)M⁻¹Yᵀ.

In dE = tr(F dD), transposed terms are equal because F is symmetric:

dE = 2 tr[M⁻¹YᵀF(1 − DS)dY].

With dY = C_v dZ this gives

∂E/∂Z = 2C_vᵀ(1 − SD)FYM⁻¹.

This gradient was tested against finite differences. The hole never enters C_v, so the minimization cannot refill it.

For the delocalized hole, g and u can be nearly degenerate, and a small asymmetry may mix them strongly. The Fock matrix is therefore averaged with its inverted image at 0° and 90°. The end energies are thus relaxed only among inversion-symmetric states. Dropping this symmetry cannot raise the lowest end energies, so the imposed symmetry can only leave Λ unchanged or make it larger. The size of this effect is not computed here. A localized calculation must not be symmetrized in this way.

**Error analysis**

*Self-consistency.* In orbitals that diagonalize the occupied and virtual blocks of F, and with the response of F neglected, the energy near convergence is

δE(Z) = Σ[2F_ai Z_ai + (ε_a − ε_i)Z_ai²].

It is lowest at Z_ai = −F_ai/(ε_a − ε_i), so the remaining error is estimated by

Σ F_ai²/(ε_a − ε_i).

The iterations stop when this falls below 10⁻⁷ hartree. It is an estimate, not a bound: a soft mode of the full response can make the true error larger. Two of the eleven Hartree-Fock solutions needed direct minimization, and none of the ten in PBE did.

*Fixed hole shape.* Near a full Delta-SCF solution, rotating the hole by a small angle η into an occupied valence orbital i changes the energy by about η²(ε_h − ε_i), if the response of F is neglected. This is negative for a core hole, because an electron gains core character. A fixed hole of slightly wrong shape therefore gives too low an energy, with an error of second order in the shape. Releasing the hole raises the energy by 0.003 to 0.036 eV in the four cases computed, which is small compared with Λ.

*Integration grid.* A finer grid changes the frozen localized PBE energy by less than 0.0001 eV. With the uncontracted cc-pVTZ primitives (84 functions), the frozen energies of the g and localized holes move by −0.07 eV in Hartree-Fock and by +0.05 and +0.03 eV in PBE. The basis dependence of the relaxed energies was not estimated, so their last digits serve only for comparisons within this basis.

*Spin.* A pure doublet has S² = 0.75 in units of ħ². Relaxed Hartree-Fock gives 0.753 at the symmetric ends but 1.17 to 1.22 at the three inner angles. If a quartet were the sole contaminant, with weight c, then S² = 0.75 + 3c, and the value 1.168 at 45° would mean c = 0.14. The Hartree-Fock Λ thus compares nearly pure symmetric determinants with spin-polarized ones, and its 9.74 eV cannot be assigned to charge relaxation alone. With spin-restricted open-shell orbitals and the hole released, the delocalized hole lies 9.33 eV above the localized one, instead of 9.79 eV without that restriction. Spin polarization thus accounts for about 0.5 eV of the difference. In PBE, S² does not exceed 0.775.

**Full Delta-SCF for N2**

The calculation uses the uncontracted primitives of the cc-pVDZ basis, 52 functions in all. After the hole is released, the core ionization energies are:

Hartree-Fock: 419.51 eV for the g hole, 409.72 eV for the localized hole.
PBE: 401.13 eV for the g hole, 409.01 eV for the localized hole.

The choice of hole changes the answer by +9.79 eV in Hartree-Fock and by −7.88 eV in PBE. The two localized results differ by 0.7 eV, the two delocalized ones by 18.4 eV. The measured value is roughly 410 eV. The closeness of the localized results to it does not measure the accuracy of either method, since relativity, vibration, basis incompleteness and part of the correlation are left out.

**Restoring inversion symmetry**

A localized hole breaks the symmetry of the molecule. To see whether restoring it costs energy, combine the relaxed Hartree-Fock determinant Φ_L with its mirror image Φ_R. Let E_L be their common energy, s = ⟨Φ_L|Φ_R⟩ and H = ⟨Φ_L|Ĥ|Φ_R⟩. The two equations of the generalized eigenvalue problem,

E_L c_L + H c_R = E(c_L + s c_R)
H c_L + E_L c_R = E(s c_L + c_R),

are solved by c_R = ±c_L, with

E± = (E_L ± H)/(1 ± s).

Because the two orbital sets are not mutually orthogonal, s and H require the orbital overlap matrix for each spin σ:

m_σ = C_L,σᵀ S C_R,σ,  P_σ = C_R,σ m_σ⁻¹ C_L,σᵀ.

The overlap s is the product of the two determinants det m_σ. H is s times the usual Hartree-Fock energy expression, including nuclear repulsion, evaluated with the transition matrices P_σ. This holds when both m_σ are invertible.

A frozen case with a known answer tests the formula. Up to a sign, the determinant with a hole in L is the sum of the g-hole and u-hole determinants divided by √2. Parity forbids a Hamiltonian element between those two. The ratio H/s between the g-hole and L-hole determinants must therefore equal the frozen total energy of the g-hole state, and it does.

For the relaxed pair |s| = 0.0013, and the energies are 409.70 and 409.74 eV. Both lie within about 0.02 eV of the localized value 409.72 eV, and their splitting is 0.04 eV. In this two-determinant model, symmetry is restored at almost no cost. The 9.8 eV penalty of the delocalized determinant arises mostly because one set of relaxed orbitals must serve a hole on either atom, with a smaller part from spin polarization; in the combination, each hole position keeps its own set. The spin contamination of the localized determinants remains in this model. With spin-restricted open-shell determinants, |s| = 0.0022, the even and odd energies are 410.47 and 410.39 eV, and the splitting doubles to 0.08 eV. The splitting is therefore an order of magnitude and not a prediction of the spectrum.

The low PBE energy of the delocalized hole has a different origin. It comes from the incomplete cancellation of the hole's self-repulsion, already present before any orbital relaxes, and is not a gain from restored symmetry. The numerical output lists the full maps and the contributions to Λ.

Computed results

```
N2 bond length: 1.10 angstrom
Basis functions, distinct cc-pVDZ primitives: 52
Energies in eV relative to the ground state of the same method
angle/deg  HF frozen  HF relaxed  PBE frozen  PBE relaxed
  0.0      426.798     419.508     408.834     401.098
 22.5      426.784     414.403     417.391     405.262
 45.0      426.751     409.713     425.409     408.973
 67.5      426.718     414.327     417.373     405.243
 90.0      426.704     419.399     408.809     401.075
HF Boys angle: 45.000 degrees
HF localized orbital center z: 0.5497 angstrom
HF orbital energies g, u: -426.798, -426.704 eV
HF J_LL, J_LR: 112.215, 13.098 eV
HF K_LR: 8.99e-06 eV
HF Lambda frozen: -0.000 eV
HF Lambda Hartree part: -24.779 eV
HF Lambda exchange(-correlation) part: 24.779 eV
HF Lambda relaxed, fixed hole: 9.740 eV
HF Lambda gained by relaxation: 9.740 eV
HF largest error of angular law: 0.219 eV
HF half-hole ensemble minus g,u mean: 3.2745 eV
HF full Delta-SCF, g hole: 419.511 eV
HF full Delta-SCF, localized hole: 409.722 eV
HF g minus localized: 9.789 eV
HF rise on releasing hole, g and localized: 0.003, 0.009 eV
HF smallest fixed-hole level gap: 22.18 eV
HF determinant S^2 at the five angles (hbar^2): 0.753, 1.217, 1.168, 1.215, 0.753
HF solves needing direct minimization: 2 of 11
PBE Boys angle: 45.000 degrees
PBE localized orbital center z: 0.5497 angstrom
PBE orbital energies g, u: -383.036, -383.003 eV
PBE J_LL, J_LR: 111.617, 13.097 eV
PBE K_LR: 2.09e-06 eV
PBE Lambda frozen: -16.588 eV
PBE Lambda Hartree part: -24.630 eV
PBE Lambda exchange(-correlation) part: 8.042 eV
PBE Lambda relaxed, fixed hole: -7.886 eV
PBE Lambda gained by relaxation: 8.701 eV
PBE largest error of angular law: 0.224 eV
PBE half-hole ensemble minus g,u mean: -0.0000 eV
PBE full Delta-SCF, g hole: 401.127 eV
PBE full Delta-SCF, localized hole: 409.009 eV
PBE g minus localized: -7.883 eV
PBE rise on releasing hole, g and localized: 0.028, 0.036 eV
PBE smallest fixed-hole level gap: 7.99 eV
PBE determinant S^2 at the five angles (hbar^2): 0.751, 0.762, 0.775, 0.762, 0.751
PBE solves needing direct minimization: 0 of 10
HF overlap of L-hole and R-hole determinants: 1.27e-03
HF symmetry-restored pair: 409.701, 409.743 eV
HF symmetry-restored splitting: 0.0421 eV
PBE change on finer grid, frozen localized hole: 0.0000 eV
```
